# Total Reaction and Apparent Order in a Thick Porous Slab: a numerical check

```python
"""
Result under test: a thick porous slab with local reaction rate k*C**n, n > 0,
consumes per unit face area
    W = sqrt(2*D*k/(n+1)) * Cs**((n+1)/2).
D: effective diffusivity, L: depth from open face to no-flux plane,
C: gas concentration, Cs: its value at the open face, k: volume rate constant,
phi = L*sqrt(k*Cs**(n-1)/D): Thiele modulus.
The reference side solves D*C'' = k*C**n by finite differences and obtains W
by quadrature of k*C**n; it does not use the first integral.
"""
import numpy as np
from scipy.linalg import solve_banded
from scipy.integrate import cumulative_trapezoid, quad
from scipy.special import beta

CELLS = 4000


def scaled_profile(n, phi):
    """Solve c'' = phi^2 c^n, c(0)=1, c'(1)=0 on a uniform grid."""
    h = 1.0 / CELLS
    bands = np.zeros((3, CELLS))
    bands[0, 1:] = -1 / h**2
    bands[1] = 2 / h**2
    bands[2, :-1] = -1 / h**2
    bands[2, -2] = -2 / h**2          # mirror node at the no-flux plane
    source = np.zeros(CELLS)
    source[0] = 1 / h**2
    c = np.ones(CELLS)
    for _ in range(300):
        matrix = bands.copy()
        if n < 1:
            # positive reweighted linear problems; floor avoids division by 0
            matrix[1] += phi**2 * np.maximum(c, 1e-30)**(n - 1)
            new = solve_banded((1, 1), matrix, source)
        else:
            # Newton iteration, started from above the solution
            matrix[1] += phi**2 * n * c**(n - 1)
            rhs = source + phi**2 * (n - 1) * c**n
            new = solve_banded((1, 1), matrix, rhs)
        new = np.maximum(new, 0.0)
        change = np.max(np.abs(new - c))
        c = new
        if change < 1e-10:
            return np.linspace(0, 1, CELLS + 1), np.r_[1.0, c]
    raise RuntimeError("profile iteration did not converge")


def modulus(n, k, D, L, Cs):
    return L * np.sqrt(k * Cs**(n - 1) / D)


def numerical_slab(n, k, D, L, Cs):
    """Depth, concentration and total reaction from the original equation."""
    s, c = scaled_profile(n, modulus(n, k, D, L, Cs))
    x, C = L * s, Cs * c
    return x, C, cumulative_trapezoid(k * C**n, x)[-1]


def thick_law(n, k, D, Cs):
    return np.sqrt(2 * D * k / (n + 1)) * Cs**((n + 1) / 2)


def apparent_order(n, k, D, L, Cs, diffusivity_power=0):
    """Logarithmic slope of numerical W; D may vary as Cs**power."""
    f = 1.02
    high = numerical_slab(n, k, D * f**diffusivity_power, L, Cs * f)[2]
    low = numerical_slab(n, k, D * f**(-diffusivity_power), L, Cs / f)[2]
    return np.log(high / low) / (2 * np.log(f))


def limiting_profile(n, phi, s):
    if n == 1:
        return np.exp(-phi * s)
    a = phi * np.sqrt(2 / (n + 1))
    base = np.maximum(1 + (n - 1) * a * s / 2, 0)
    return base**(-2 / (n - 1))


def limiting_depth(n, phi, remaining):
    """Scaled depth where this flux fraction remains, infinite slab."""
    c = remaining**(2 / (n + 1))
    if n == 1:
        return -np.log(c) / phi
    a = phi * np.sqrt(2 / (n + 1))
    return 2 * (c**(-(n - 1) / 2) - 1) / ((n - 1) * a)


def finite_depth(n, phi, remaining, c_end):
    """The same depth in a finite slab with far-plane value c_end."""
    a = phi * np.sqrt(2 / (n + 1))
    end_power = c_end**(n + 1)
    c_power = end_power + remaining**2 * (1 - end_power)
    integral = quad(lambda u: 1 / np.sqrt(u**(n + 1) - end_power),
                    c_power**(1 / (n + 1)), 1)[0]
    return integral / a


def numerical_depth(n, k, x, C, reacted):
    """Depth containing the given fraction of the integrated reaction."""
    cumulative = cumulative_trapezoid(k * C**n, x, initial=0)
    return np.interp(reacted * cumulative[-1], cumulative, x)


def far_plane_asymptote(n, phi):
    a = phi * np.sqrt(2 / (n + 1))
    integral = beta(0.5 - 1 / (n + 1), 0.5) / (n + 1)
    return (integral / (a + 2 / (n - 1)))**(2 / (n - 1))


# Model parameters in SI units
D, L, Cs, face_rate = 1e-5, 5e-3, 0.1, 4.0
orders = (0.5, 1.0, 2.0)

# First integral through the whole depth, and its face value, at modest phi
for n in (0.5, 1.0, 2.0, 3.0):
    k = 1.5**2 * D / (L**2 * Cs**(n - 1))
    x, C, W = numerical_slab(n, k, D, L, Cs)
    slope = np.gradient(C, x, edge_order=2)
    invariant = D * slope**2 / 2 - k * C**(n + 1) / (n + 1)
    expected = -k * C[-1]**(n + 1) / (n + 1)
    assert np.max(np.abs(invariant - expected)) < 1e-4 * k * Cs**(n + 1)
    finite = np.sqrt(2*D*k/(n+1) * (Cs**(n+1) - C[-1]**(n+1)))
    assert abs(W / finite - 1) < 1e-5

# Bound on the far-plane concentration and on the deficit of W
for n in (0.5, 1.0, 2.0, 3.0):
    for phi in (2.0, 5.0, 10.0):
        k = phi**2 * D / (L**2 * Cs**(n - 1))
        _, C, W = numerical_slab(n, k, D, L, Cs)
        ratio = C[-1] / Cs
        assert ratio**n <= np.sqrt(2 / (n + 1)) / phi
        # 1e-5 allows for the grid error in W
        assert 1 - W / thick_law(n, k, D, Cs) <= ratio**(n + 1) + 1e-5

# Limiting magnitude, exponent, dependence on k, profile and reaction depth
for n in (0.3, 0.5, 1.0, 2.0, 3.0):
    phi = 40.0
    k = phi**2 * D / (L**2 * Cs**(n - 1))
    x, C, W = numerical_slab(n, k, D, L, Cs)
    assert abs(W / thick_law(n, k, D, Cs) - 1) < 2e-4
    assert abs(apparent_order(n, k, D, L, Cs) - (n + 1) / 2) < 1e-3
    W4 = numerical_slab(n, 4 * k, D, L, Cs)[2]
    assert abs(W4 / W - 2) < 2e-3
    near = x < 0.1 * L
    error = C[near] / Cs - limiting_profile(n, phi, x[near] / L)
    assert np.max(np.abs(error)) < 2e-4
    depth = numerical_depth(n, k, x, C, 0.9)
    assert abs(depth / (L * limiting_depth(n, phi, 0.1)) - 1) < 2e-3
    # Pressure-dependent molecular diffusion changes the exponent
    assert abs(apparent_order(n, k, D, L, Cs, -1) - n / 2) < 2e-3
    # Thin slab recovers the intrinsic order
    k_thin = 0.05**2 * D / (L**2 * Cs**(n - 1))
    assert abs(apparent_order(n, k_thin, D, L, Cs) - n) < 5e-3

# First-order finite slab
for phi in (0.5, 2.0, 10.0):
    k = phi**2 * D / L**2
    W = numerical_slab(1.0, k, D, L, Cs)[2]
    assert abs(W / (np.sqrt(D * k) * Cs * np.tanh(phi)) - 1) < 1e-5

# Finite penetration for order 1/2: exact law beyond it, failure before it
n = 0.5
k_half = face_rate / Cs**n
phi_half = modulus(n, k_half, D, L, Cs)
penetration = L * np.sqrt(2 * (n + 1)) / ((1 - n) * phi_half)
x, C, W = numerical_slab(n, k_half, D, L, Cs)
assert np.max(C[x > 1.02 * penetration]) < 1e-6 * Cs
assert np.max(np.abs(C/Cs - limiting_profile(n, phi_half, x/L))) < 1e-4
law = thick_law(n, k_half, D, Cs)
ratio_deep = numerical_slab(n, k_half, D, 1.05 * penetration, Cs)[2] / law
ratio_short = numerical_slab(n, k_half, D, 0.5 * penetration, Cs)[2] / law
assert abs(ratio_deep - 1) < 1e-5
assert ratio_short < 0.99

# Algebraic tail for orders above one
for n in (2.0, 3.0):
    c_end = scaled_profile(n, 10.0)[1][-1]
    assert abs(c_end / far_plane_asymptote(n, 10.0) - 1) < 2e-3

print("Model slab, one open face")
print(f"D = {D:.1e} m^2/s; L = {L*1e3:.1f} mm")
print(f"Cs = {Cs:.3f} mol/m^3")
print(f"local rate at face = {face_rate:.2f} mol/(m^3 s)")
for n in orders:
    k = face_rate / Cs**n
    phi = modulus(n, k, D, L, Cs)
    x, C, W = numerical_slab(n, k, D, L, Cs)
    law = thick_law(n, k, D, Cs)
    depth = numerical_depth(n, k, x, C, 0.9)
    depth_finite = L * finite_depth(n, phi, 0.1, C[-1] / Cs)
    depth_limit = L * limiting_depth(n, phi, 0.1)
    assert abs(depth / depth_finite - 1) < 1e-4
    doubled = numerical_slab(n, k, D, L, 2 * Cs)[2] / W
    assert abs(doubled / 2**((n + 1) / 2) - 1) < 1e-3
    print(f"Order n = {n:.1f}; phi = {phi:.3f}")
    print(f" k = {k:.4f} (mol/m^3)^(1-n)/s")
    print(f" W law = {law*1e3:.4f} mmol/(m^2 s)")
    print(f" W numerical = {W*1e3:.4f} mmol/(m^2 s)")
    print(f" effectiveness W/(L*face rate) = {W/(L*face_rate):.4f}")
    print(f" far-plane C/Cs = {C[-1]/Cs:.3e}")
    bound = (np.sqrt(2 / (n + 1)) / phi)**(1 / n)
    print(f" upper bound on far-plane C/Cs = {bound:.3e}")
    print(f" depth of 90% reaction = {depth*1e3:.4f} mm")
    print(f" same depth, infinite-slab formula = {depth_limit*1e3:.4f} mm")
    print(f" W ratio on doubling Cs = {doubled:.4f}")

print(f"n=0.5 penetration depth = {penetration*1e3:.4f} mm")
print(f"n=0.5 W/law at L=1.05 penetration = {ratio_deep:.5f}")
print(f"n=0.5 W/law at L=0.50 penetration = {ratio_short:.5f}")
critical_Cs = Cs * (L / penetration)**(2 / (1 - 0.5))
print(f"n=0.5 law exact up to Cs = {critical_Cs:.3f} mol/m^3")
below = numerical_slab(0.5, k_half, D, L, 0.9 * critical_Cs)[2]
above = numerical_slab(0.5, k_half, D, L, 10 * critical_Cs)[2]
assert abs(below / thick_law(0.5, k_half, D, 0.9*critical_Cs) - 1) < 1e-5
assert above / thick_law(0.5, k_half, D, 10*critical_Cs) < 0.99
print(f"n=2 far-plane C/Cs asymptote = {far_plane_asymptote(2.0, 10.0):.3e}")

print("Apparent order: n, Cs in mol/m^3, phi, order")
for n, values in ((0.5, (0.1, 1, 10, 100)), (2.0, (1e-4, 1e-3, 1e-2, 0.1))):
    k = face_rate / Cs**n
    for value in values:
        observed = apparent_order(n, k, D, L, value)
        phi = modulus(n, k, D, L, value)
        print(f" {n:.1f}  {value:.4g}  {phi:.3f}  {observed:.4f}")

k = face_rate / Cs**2
variable_D_order = apparent_order(2.0, k, D, L, Cs, -1)
print(f"n=2 apparent order if D varies as 1/Cs = {variable_D_order:.4f}")
print("verified")
```

Running it gives:

```
Model slab, one open face
D = 1.0e-05 m^2/s; L = 5.0 mm
Cs = 0.100 mol/m^3
local rate at face = 4.00 mol/(m^3 s)
Order n = 0.5; phi = 10.000
 k = 12.6491 (mol/m^3)^(1-n)/s
 W law = 2.3094 mmol/(m^2 s)
 W numerical = 2.3094 mmol/(m^2 s)
 effectiveness W/(L*face rate) = 0.1155
 far-plane C/Cs = 0.000e+00
 upper bound on far-plane C/Cs = 1.333e-02
 depth of 90% reaction = 0.9281 mm
 same depth, infinite-slab formula = 0.9281 mm
 W ratio on doubling Cs = 1.6818
Order n = 1.0; phi = 10.000
 k = 40.0000 (mol/m^3)^(1-n)/s
 W law = 2.0000 mmol/(m^2 s)
 W numerical = 2.0000 mmol/(m^2 s)
 effectiveness W/(L*face rate) = 0.1000
 far-plane C/Cs = 9.080e-05
 upper bound on far-plane C/Cs = 1.000e-01
 depth of 90% reaction = 1.1513 mm
 same depth, infinite-slab formula = 1.1513 mm
 W ratio on doubling Cs = 2.0000
Order n = 2.0; phi = 10.000
 k = 400.0000 (mol/m^3)^(1-n)/s
 W law = 1.6330 mmol/(m^2 s)
 W numerical = 1.6328 mmol/(m^2 s)
 effectiveness W/(L*face rate) = 0.0816
 far-plane C/Cs = 5.708e-02
 upper bound on far-plane C/Cs = 2.857e-01
 depth of 90% reaction = 1.4093 mm
 same depth, infinite-slab formula = 1.4139 mm
 W ratio on doubling Cs = 2.8286
n=0.5 penetration depth = 1.7321 mm
n=0.5 W/law at L=1.05 penetration = 1.00000
n=0.5 W/law at L=0.50 penetration = 0.95845
n=0.5 law exact up to Cs = 6.944 mol/m^3
n=2 far-plane C/Cs asymptote = 5.708e-02
Apparent order: n, Cs in mol/m^3, phi, order
 0.5  0.1  10.000  0.7500
 0.5  1  5.623  0.7500
 0.5  10  3.162  0.7500
 0.5  100  1.778  0.6946
 2.0  0.0001  0.316  1.9411
 2.0  0.001  1.000  1.7088
 2.0  0.01  3.162  1.5190
 2.0  0.1  10.000  1.5002
n=2 apparent order if D varies as 1/Cs = 1.0005
verified
```
